# Avrami exponents of C54 TiSi2 in wide films and narrow lines: verification in Python

```python
"""C54 TiSi2 growing from pre-existing nuclei in a strip of width w.
Result under test: the untransformed fraction is
    U = average over y in (0, w) of exp(-rho * A(y, r)),   r = v * t,
with A the part of a disc of radius r, centred at height y, inside the strip.
The Avrami exponent n = d ln(-ln U) / d ln t goes from 2 (wide) to 1 (narrow).
rho: nuclei per area (1/um^2), v: growth speed (um/s), t: time (s).
Lengths are in um. X = 1 - U is the transformed fraction.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge, zero_Celsius
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)
GX, GW = np.polynomial.legendre.leggauss(48)


def gauss(a, b):
    return 0.5 * (b - a) * GX + 0.5 * (a + b), 0.5 * (b - a) * GW


def side_area(a, r):
    a = np.minimum(a, r)
    return a * np.sqrt(np.maximum(r * r - a * a, 0)) + r * r * np.arcsin(a / r)


def area(y, r, w):
    return side_area(y, r) + side_area(w - y, r)


def area_slope(y, r, w):
    return 2 * r * (np.arcsin(np.minimum(y / r, 1))
                    + np.arcsin(np.minimum((w - y) / r, 1)))


def heights(r, w):
    """Nodes and normalised weights for the average over y (half strip)."""
    cuts = [0.0, w / 2]
    if r < w:
        cuts = [0.0, min(r, w - r), w / 2]
    parts = [gauss(a, b) for a, b in zip(cuts[:-1], cuts[1:])]
    y = np.concatenate([p[0] for p in parts])
    weight = np.concatenate([p[1] for p in parts])
    return y, weight * 2 / w


def untransformed(r, w, rho):
    y, weight = heights(r, w)
    return np.sum(weight * np.exp(-rho * area(y, r, w)))


def exponent(r, w, rho):
    y, weight = heights(r, w)
    p = weight * np.exp(-rho * area(y, r, w))
    u = p.sum()
    return rho * r * np.sum(p * area_slope(y, r, w)) / (-u * np.log(u))


def radius_at(u, w, rho):
    """Growth radius at which the untransformed fraction equals u."""
    low = 0.5 * np.sqrt(-np.log(u) / (np.pi * rho))
    high = 1.001 * (-np.log(u) + 2 * rho * w**2) / (2 * rho * w)
    return brentq(lambda r: untransformed(r, w, rho) - u, low, high,
                  xtol=1e-12, rtol=1e-12)


def log_slope(fraction, t, h=1e-3):
    """Avrami exponent from finite differences of a fraction U(t)."""
    up = np.log(-np.log(fraction(t * np.exp(h))))
    down = np.log(-np.log(fraction(t * np.exp(-h))))
    return (up - down) / (2 * h)


# Example: rough values for C54 growth near 700 C
rho, v, thickness = 0.1, 0.1, 0.05
widths = [50.0, 10.0, 3.0, 1.0, 0.2]
w_line = widths[-1]
print(f"nucleus density {rho} /um^2, spacing rho^-1/2 {rho**-0.5:.3f} um")
print(f"growth speed {v} um/s, film thickness {thickness} um")

# Area inside the strip: polar integration against the closed form
theta = (np.arange(200000) + 0.5) * 2 * np.pi / 200000
for y0, r0, w0 in [(0.3, 0.2, 1.0), (0.3, 0.6, 1.0), (0.1, 4.0, 1.0)]:
    wall = np.where(np.sin(theta) > 0, w0 - y0, y0) / np.abs(np.sin(theta))
    polar = np.mean(np.minimum(r0, wall)**2) * np.pi
    assert abs(polar / area(y0, r0, w0) - 1) < 1e-5

# Mean area for r <= w, and slope formula against finite differences
for r0 in (0.2, 0.7, 1.0):
    mean = quad(lambda y: area(y, r0, 1.0), 0, 1,
                points=sorted({min(r0, 0.999999), max(1 - r0, 1e-6)}))[0]
    assert abs(mean - (np.pi * r0**2 - 4 * r0**3 / 3)) < 1e-6
for w0 in widths:
    for r0 in (0.05, 0.9, 3.3):
        numeric = log_slope(lambda r: untransformed(r, w0, rho), r0)
        assert abs(numeric - exponent(r0, w0, rho)) < 2e-4
assert abs(exponent(1e-3 * w_line, w_line, rho) - 2) < 2e-3

# Bounds for narrow and wide strips
for w0 in (0.05, 0.2, 1.0, 3.0):
    for r0 in np.geomspace(0.01, 60, 60):
        gap = np.log(untransformed(r0, w0, rho)) + 2 * rho * w0 * r0
        assert -1e-9 <= gap <= 2 * rho * w0**2 + 1e-9
        if r0 > w0:
            slope = area_slope(np.linspace(0, w0, 21), r0, w0) / (2 * w0)
            assert slope.min() > 1 - 1e-12
            assert slope.max() < 1 / np.sqrt(1 - (w0 / r0)**2) + 1e-12
for w0 in (3.0, 10.0, 50.0):
    for r0 in np.linspace(0.02, 1, 50) * w0:
        full = np.exp(-np.pi * rho * r0**2)
        gap = untransformed(r0, w0, rho) - full
        bound = 2 * r0 / w0 * (np.exp(-np.pi * rho * r0**2 / 2) - full)
        assert -1e-9 <= gap <= bound + 1e-9

# Scattered nuclei: nearest-nucleus distances give U with no area formula
print("n50: exponent at X=0.5; n30-70: mean exponent from X=0.3 to 0.7")
print("w(um) w*sqrt(rho) r50(um) t50(s) t95(s)  n50  n30-70 simulated")
half_radius = {}
for w0 in widths:
    length = 2e5 / (rho * w0)
    count = rng.poisson(rho * w0 * length)
    nuclei = rng.random((count, 2)) * [length, w0]
    points = rng.random((200000, 2)) * [length, w0]
    tree = cKDTree(nuclei)
    distance, owner = tree.query(points)
    for part in (0.25, 0.5, 0.75):      # path to the nucleus is never blocked
        on_path = points[:20000] + part * (nuclei[owner[:20000]]
                                           - points[:20000])
        assert np.array_equal(tree.query(on_path)[1], owner[:20000])
    r30, r50, r70, r95 = [radius_at(u, w0, rho) for u in (.7, .5, .3, .05)]
    for r0 in (r30, r50, r70, r95):
        assert abs(np.mean(distance > r0) - untransformed(r0, w0, rho)) < 0.008
    rise = np.log(np.log(0.3) / np.log(0.7))
    chord = rise / np.log(r70 / r30)
    s30, s70 = np.quantile(distance, [0.3, 0.7])
    simulated = rise / np.log(s70 / s30)
    assert abs(simulated - chord) < 0.04
    half_radius[w0] = r50
    print(f"{w0:5.1f} {w0 * rho**0.5:8.4f} {r50:10.3f} {r50 / v:8.1f} "
          f"{r95 / v:7.1f} {exponent(r50, w0, rho):7.4f} {chord:6.3f} "
          f"{simulated:6.3f}")

# Limiting laws and crossover
film_half = np.sqrt(np.log(2) / (np.pi * rho)) / v
line_half = np.log(2) / (2 * rho * w_line * v)
print(f"t50 from limiting laws: unbounded film {film_half:.2f} s, "
      f"{w_line} um line {line_half:.2f} s")
assert abs(half_radius[w_line] / v / line_half - 1) < 0.01


def half_exponent(b):                    # b = w * sqrt(rho), unit density
    return exponent(radius_at(0.5, b, 1.0), b, 1.0)


scan = [half_exponent(b) for b in np.geomspace(0.1, 40, 50)]
assert np.all(np.diff(scan) > 0)
for b in (0.05, 0.1):
    assert abs((half_exponent(b) - 1) / (2 * b**4 / (3 * np.log(2)**2)) - 1) < .02
edge_20, edge_40 = 20 * (2 - half_exponent(20.)), 40 * (2 - half_exponent(40.))
assert abs(edge_20 / edge_40 - 1) < 0.05
b_cross = brentq(lambda b: half_exponent(b) - 1.5, 0.3, 5)
print(f"n50 = 1.5 at w*sqrt(rho) = {b_cross:.4f}, "
      f"here w = {b_cross / rho**0.5:.3f} um")
print(f"wide side: (2 - n50)*w*sqrt(rho) = {edge_40:.3f} at w*sqrt(rho) = 40")
print(f"{w_line} um line when r = w: t = {w_line / v:.1f} s, "
      f"X = {1 - untransformed(w_line, w_line, rho):.5f}, "
      f"n = {exponent(w_line, w_line, rho):.3f}")
print(f"{w_line} um line, bound 2*rho*w^2 on error of ln U: "
      f"{2 * rho * w_line**2:.4f}")

# Neglected effects, sized for the example
print("Neglected effects:")
z, z_weight = gauss(0, thickness)
for w0 in (widths[0], w_line):
    r0 = half_radius[w0]
    thick = sum(q * untransformed(np.sqrt(r0**2 - h**2), w0, rho)
                for h, q in zip(z, z_weight)) / thickness
    print(f"growth through thickness, w = {w0} um: X at t50 falls by "
          f"{thick - 0.5:.1e}")
    assert 0 < thick - 0.5 < 0.01

line_length, per_length = 100.0, rho * w_line


def finite_line(r):                      # valid for r <= line_length / 2
    f = np.exp(-per_length * r)
    return (2 * f * (1 - f) / per_length
            + (line_length - 2 * r) * f * f) / line_length


lines = 40000
counts = rng.poisson(per_length * line_length, lines)
starts = np.arange(lines) * 10 * line_length
sites = np.sort(np.repeat(starts, counts)
                + rng.random(counts.sum()) * line_length)
probe = np.repeat(starts, 10) + rng.random(10 * lines) * line_length
index = np.searchsorted(sites, probe)
padded = np.concatenate([[-1e12], sites, [1e12]])
nearest = np.minimum(probe - padded[index], padded[index + 1] - probe)
r_line = line_half * v
empty = np.exp(-per_length * line_length)
assert abs(np.mean(nearest > r_line) - finite_line(r_line)) < 0.01
assert abs(np.mean(nearest > line_length) - empty) < 0.01
print(f"lines {line_length:.0f} um long, {w_line} um wide, at "
      f"{line_half:.1f} s: X = {1 - finite_line(r_line):.4f}, "
      f"n = {log_slope(finite_line, r_line):.3f}")
print(f"  share of these lines with no nucleus: {empty:.4f}")

spread = 0.3


def unequal_speeds(t):
    speeds = v * np.array([1 - spread, 1 + spread])
    return np.mean(np.exp(-per_length * speeds * t))**2


gaps = rng.exponential(1 / per_length, 2000000)
speed = v * (1 + spread * rng.choice([-1, 1], gaps.size))
left = np.maximum(gaps - (speed + np.roll(speed, -1)) * line_half, 0)
assert abs(left.sum() / gaps.sum() - unequal_speeds(line_half)) < 0.003
print(f"half the grains {spread:.0%} faster, half slower: line X = "
      f"{1 - unequal_speeds(line_half):.4f}, "
      f"n = {log_slope(unequal_speeds, line_half):.3f}")

new_rate = 2 * rho / (9 * line_half)     # chosen to give n = 1.1 in the line


def with_new_nuclei(t, w):
    y, weight = heights(v * t, w)
    ages, age_weight = gauss(0, t)
    extra = sum(q * area(y, v * a, w) for a, q in zip(ages, age_weight))
    return np.sum(weight * np.exp(-rho * area(y, v * t, w) - new_rate * extra))


n_line_new = log_slope(lambda t: with_new_nuclei(t, w_line), line_half)
n_film_new = log_slope(lambda t: with_new_nuclei(t, 1e4), film_half)
s = new_rate * line_half / (2 * rho)
q_film = new_rate * film_half / (3 * rho)
assert abs(n_line_new - (1 + s / (1 + s))) < 0.005
assert abs(n_film_new - (2 + q_film / (1 + q_film))) < 0.002
print(f"new nuclei at {new_rate:.2e} /(um^2 s): n line {n_line_new:.3f}, "
      f"n film {n_film_new:.3f}")

activation, celsius, drift = 4.0, 700.0, 5.0
kelvin = celsius + zero_Celsius


def drifting_speed(t):
    temperature = kelvin + drift * t / line_half
    return v * np.exp(activation * e_charge / k_boltzmann
                      * (1 / kelvin - 1 / temperature))


def drifting_radius(t):
    return quad(drifting_speed, 0, t, epsabs=1e-12)[0]


n_drift = log_slope(lambda t: untransformed(drifting_radius(t), w_line, rho),
                    line_half)
r_drift = drifting_radius(line_half)
factor = drifting_speed(line_half) * line_half / r_drift
assert abs(n_drift - factor * exponent(r_drift, w_line, rho)) < 1e-3
print(f"activation energy {activation} eV, start {celsius:.0f} C, drift "
      f"{drift} K in {line_half:.1f} s: n line {n_drift:.3f}")
print(f"  speed ratio for {drift} K: {drifting_speed(line_half) / v:.3f}")

early = 1.0
n_clock = log_slope(lambda t: np.exp(-np.pi * rho * (v * (t - early))**2),
                    film_half + early)
assert abs(n_clock - 2 * (film_half + early) / film_half) < 1e-3
print(f"clock started {early} s before growth: n film {n_clock:.3f}")
print("tests ok")
```

Running it gives:

```
nucleus density 0.1 /um^2, spacing rho^-1/2 3.162 um
growth speed 0.1 um/s, film thickness 0.05 um
n50: exponent at X=0.5; n30-70: mean exponent from X=0.3 to 0.7
w(um) w*sqrt(rho) r50(um) t50(s) t95(s)  n50  n30-70 simulated
 50.0  15.8114      1.496     15.0    31.6  1.9824  1.982  1.979
 10.0   3.1623      1.542     15.4    34.5  1.9091  1.908  1.898
  3.0   0.9487      1.717     17.2    51.5  1.6742  1.671  1.669
  1.0   0.3162      3.490     34.9   149.8  1.0140  1.020  1.022
  0.2   0.0632     17.329    173.3   748.9  1.0000  1.000  1.001
t50 from limiting laws: unbounded film 14.85 s, 0.2 um line 173.29 s
n50 = 1.5 at w*sqrt(rho) = 0.7232, here w = 2.287 um
wide side: (2 - n50)*w*sqrt(rho) = 0.277 at w*sqrt(rho) = 40
0.2 um line when r = w: t = 2.0 s, X = 0.00721, n = 1.263
0.2 um line, bound 2*rho*w^2 on error of ln U: 0.0080
Neglected effects:
growth through thickness, w = 50.0 um: X at t50 falls by 1.3e-04
growth through thickness, w = 0.2 um: X at t50 falls by 4.8e-07
lines 100 um long, 0.2 um wide, at 173.3 s: X = 0.4662, n = 0.890
  share of these lines with no nucleus: 0.1353
half the grains 30% faster, half slower: line X = 0.4946, n = 0.984
new nuclei at 1.28e-04 /(um^2 s): n line 1.100, n film 2.006
activation energy 4.0 eV, start 700 C, drift 5.0 K in 173.3 s: n line 1.127
  speed ratio for 5.0 K: 1.276
clock started 1.0 s before growth: n film 2.135
tests ok
```
